# Pseudo-Jahn-Teller Instability: Off-Centre Displacement and Barrier from Two Coupled Levels

## Definitions and conventions

An impurity occupies a site with inversion symmetry. Its displacement from the centre along one axis is $Q$, measured relative to a host that is held fixed far away. Two electronic levels matter: $|1\rangle$ at energy $-\Delta$ and $|2\rangle$ at $+\Delta$, with $\Delta>0$. The gap is therefore $2\Delta$. The two states have opposite parity, and one electron occupies the pair.

The states $|1\rangle$ and $|2\rangle$ are those of the centred impurity, and they are kept as a fixed basis while $Q$ changes. To first order in $Q$ the electronic Hamiltonian changes by $Q\,V$ with $V=\partial H_{\rm el}/\partial Q$ at $Q=0$. Inversion reverses $Q$ but leaves the total energy operator unchanged, so $V$ is odd. Hence

$$\langle1|V|1\rangle=\langle2|V|2\rangle=0,\qquad F=\langle1|V|2\rangle\neq0 \text{ in general}.$$

The phase of $|2\rangle$ is free, and it is chosen so that $F$ is real and positive. All remaining energy is taken as $\tfrac12KQ^2$, the same for both levels, with $K>0$. The model is

$$H(Q)=\tfrac12KQ^2\begin{pmatrix}1&0\\0&1\end{pmatrix}+\begin{pmatrix}-\Delta&FQ\\FQ&\Delta\end{pmatrix}.\tag{1}$$

The stiffness $K$ belongs to frozen electronic states $|1\rangle,|2\rangle$. It is not the curvature of a relaxed total energy, which already contains the softening derived below.

Two combinations recur:

$$G=\frac{F^2}{K},\qquad x=\frac{\Delta}{G}=\frac{K\Delta}{F^2}.$$

$G$ is an energy and $x$ a pure number. The result to be derived is that the centred site is unstable when

$$\boxed{\frac{F^2}{\Delta}>K}\quad\text{or equivalently } G>\Delta,\; x<1,\tag{2}$$

and that the displacement and the central barrier are then

$$Q_0=\pm\frac FK\sqrt{1-x^2},\qquad B=\frac{(G-\Delta)^2}{2G}.\tag{3}$$

If the full gap $\delta=2\Delta$ is used instead, condition (2) reads $2F^2/\delta>K$.

## First derivation: solve for the electron, then move the impurity

**The energy sheets.** At fixed $Q$ the second matrix in (1) has zero trace and determinant $-\Delta^2-F^2Q^2$. Its eigenvalues are $\pm R$ with

$$R(Q)=\sqrt{\Delta^2+F^2Q^2},\qquad E_\pm(Q)=\tfrac12KQ^2\pm R(Q).\tag{4}$$

The electron occupies the lower sheet $E_-$.

**Curvature at the centre.** For small $Q$, use $\sqrt{1+s}=1+s/2-s^2/8+\dots$ with $s=F^2Q^2/\Delta^2$:

$$R=\Delta+\frac{F^2Q^2}{2\Delta}-\frac{F^4Q^4}{8\Delta^3}+\dots$$

$$E_-=-\Delta+\tfrac12\left(K-\frac{F^2}{\Delta}\right)Q^2+\frac{F^4}{8\Delta^3}Q^4+\dots\tag{5}$$

There is no linear term, so the force at the centre vanishes whether the centre is stable or not. A structural relaxation that starts from the symmetric geometry and preserves its symmetry can therefore stop at a maximum along $Q$. The instability is revealed by a small odd displacement or by calculating the curvature at the centre.

The curvature is $\kappa=K-F^2/\Delta$, which is negative under condition (2). Displacement mixes the upper level into the lower one, and the resulting level repulsion lowers the occupied level. The elastic energy opposes this. On the upper sheet the repulsion has the other sign, and the curvature is $K+F^2/\Delta$.

**All stationary points.** Since $dR/dQ=F^2Q/R$,

$$\frac{dE_-}{dQ}=Q\left(K-\frac{F^2}{R}\right).\tag{6}$$

This vanishes at $Q=0$ or at $R=F^2/K=G$. Because $R\ge\Delta$, a solution with $Q\neq0$ requires $G>\Delta$. If $G\le\Delta$, the bracket is positive for every $Q\neq0$, and the energy rises steadily away from the centre. In this model there is thus no distant minimum hidden behind a locally stable centre.

Squaring $R=G$ gives $F^2Q_0^2=G^2-\Delta^2$, so that

$$Q_0^2=\frac{G^2}{F^2}(1-x^2)=\frac{F^2}{K^2}(1-x^2).$$

**Stability of the new points.** Differentiate (6) once more. The bracket is zero at $Q_0$, and only the derivative of $-F^2/R$ contributes:

$$E_-''(Q_0)=Q_0\,\frac{F^2}{R^2}\,\frac{F^2Q_0}{R}\bigg|_{R=G}=\frac{F^4Q_0^2}{G^3}=\frac{F^2}{G}(1-x^2)=K(1-x^2)>0.\tag{7}$$

Both points are minima. The vertical gap there is $2R=2G$, which does not depend on $\Delta$.

**The barrier.** At a minimum, $\tfrac12KQ_0^2=\tfrac12K(G^2-\Delta^2)/F^2=(G^2-\Delta^2)/(2G)$, because $K/F^2=1/G$. Therefore

$$E_-(Q_0)=\frac{G^2-\Delta^2}{2G}-G=-\frac{G^2+\Delta^2}{2G},$$

$$B=E_-(0)-E_-(Q_0)=-\Delta+\frac{G^2+\Delta^2}{2G}=\frac{(G-\Delta)^2}{2G}.$$

This completes (3).

## Second derivation: fix the electronic mixture, then relax the impurity

Now the order is reversed. Give the electron a definite mixture of the two levels,

$$|\theta\rangle=\cos\tfrac\theta2\,|1\rangle+\sin\tfrac\theta2\,|2\rangle,\qquad -\pi<\theta\le\pi.$$

A relative phase $\varphi$ would multiply the coupling term below by $\cos\varphi$. The energy is lowest when $\cos\varphi=\pm1$, and the sign is covered by the sign of $\theta$, so real mixtures suffice. With $\cos^2\frac\theta2-\sin^2\frac\theta2=\cos\theta$ and $2\sin\frac\theta2\cos\frac\theta2=\sin\theta$, the expectation value of (1) is

$$\mathcal E(Q,\theta)=\tfrac12KQ^2-\Delta\cos\theta+FQ\sin\theta.\tag{8}$$

The last term is a constant force on the impurity as long as $\theta$ is fixed. A state of pure parity, $\theta=0$, exerts none.

**Relax the impurity.** Setting $\partial\mathcal E/\partial Q=KQ+F\sin\theta=0$ gives $Q=-(F/K)\sin\theta$. Substitution yields

$$\varepsilon(\theta)=\frac{F^2\sin^2\theta}{2K}-\Delta\cos\theta-\frac{F^2\sin^2\theta}{K}=-\Delta\cos\theta-\tfrac12G\sin^2\theta.\tag{9}$$

The first term is the cost of promoting part of the electron to the upper level. The second is the elastic relaxation gained in return. For small $\theta$,

$$\varepsilon=-\Delta+\tfrac12(\Delta-G)\theta^2+\dots,$$

so mixing pays when $G>\Delta$, which is (2) again.

**Find the optimum mixture.** The derivative is

$$\varepsilon'(\theta)=\sin\theta\,(\Delta-G\cos\theta).$$

The zeros are $\theta=0$, $\theta=\pi$ (the electron in the upper level, with the impurity centred) and, if $G>\Delta$, $\cos\theta_0=\Delta/G=x$. The last pair gives

$$|Q_0|=\frac FK|\sin\theta_0|=\frac FK\sqrt{1-x^2},$$

$$\varepsilon(\theta_0)=-\frac{\Delta^2}{G}-\frac G2\left(1-\frac{\Delta^2}{G^2}\right)=-\frac{G^2+\Delta^2}{2G}.$$

Subtracting this from $\varepsilon(0)=-\Delta$ gives the same $B$.

**Several coordinates.** This route handles a relaxing cage with no extra work. Let $\mathbf Q$ collect the odd coordinates, with positive definite stiffness matrix $\mathbf K$ and coupling vector $\mathbf f$. At fixed $\theta$ the relaxation is $\mathbf Q=-\mathbf K^{-1}\mathbf f\sin\theta$, and (9) is recovered with

$$G=\mathbf f^{T}\mathbf K^{-1}\mathbf f.\tag{10}$$

The condition remains $G>\Delta$, the barrier remains $(G-\Delta)^2/(2G)$, and the displacements are $\pm\mathbf K^{-1}\mathbf f\sqrt{1-\Delta^2/G^2}$. The off-centre shift of the impurity is its own component of this vector.

For one impurity coordinate $u$ and one cage coordinate $s$, completing the square gives

$$G=\frac{f_u^2}{K_{uu}}+\frac{(f_s-K_{us}f_u/K_{uu})^2}{K_{ss}-K_{us}^2/K_{uu}}.$$

The first term is the value for a clamped cage. The second is never negative, since its denominator is positive for a stable elastic matrix. Cage relaxation can therefore create the instability but cannot remove it in this model.

## What each derivation assumes

Both derivations locate stationary points of the same function (8). Minimizing it over $\theta$ at fixed $Q$ gives $E_-(Q)$; minimizing over $Q$ at fixed $\theta$ gives $\varepsilon(\theta)$. The two curves describe different paths, but they share the centre and the minima, hence also $B$. At $Q=\theta=0$ the matrix of second derivatives of (8) is

$$\begin{pmatrix}K&F\\F&\Delta\end{pmatrix},$$

whose determinant $K\Delta-F^2$ changes sign at the threshold. Neither variable is unstable alone; their coupling makes the centre unstable.

The first derivation needs the electronic eigenvalue as a function of $Q$, but not a harmonic elastic energy: another smooth even function could replace $\tfrac12KQ^2$ in (4). Its curvature at $Q=0$ then takes the place of $K$ in the local condition, but (3) changes, and a distant minimum beside a locally stable centre is no longer excluded. The second uses harmonic elasticity to eliminate $Q$, and in exchange accepts many coordinates. Both treat the nuclei as classical.

**Unequal stiffnesses.** If the levels have stiffnesses $K_1$ and $K_2$, the mean diagonal energy is $(K_1+K_2)Q^2/4$ and half the diagonal difference is $\Delta+(K_2-K_1)Q^2/4$. To order $Q^2$,

$$E_-=-\Delta+\left[\frac{K_1+K_2}{4}-\frac{K_2-K_1}{4}-\frac{F^2}{2\Delta}\right]Q^2=-\Delta+\tfrac12\left(K_1-\frac{F^2}{\Delta}\right)Q^2.$$

The local condition contains the stiffness of the lower level. The formulas (3) no longer hold.

**More than two levels.** Second-order perturbation theory for a nondegenerate lowest level gives the energy change $-Q^2\sum_n|F_n|^2/(E_n-E_0)$, with $F_n=\langle n|V|0\rangle$. Its second derivative adds to $K$:

$$\kappa=K-2\sum_{n\neq0}\frac{|F_n|^2}{E_n-E_0}.\tag{11}$$

One partner at $E_n-E_0=2\Delta$ returns $K-F^2/\Delta$. Equation (11) assumes less about the spectrum, but it fixes only the curvature, not $Q_0$ or $B$.

A three-site model illustrates this: an even impurity orbital lies between two equal neighbour orbitals, and displacement strengthens one bond while weakening the other. The lowest level couples linearly to the odd combination of neighbours and not to the other even level. Take the neighbour orbitals at zero energy, the impurity orbital at $0.5$ eV, and the two hoppings equal to $-(1\pm Q/\text{Å})$ eV. The centred levels then give $F=0.9088$ eV/Å and $\Delta=0.5931$ eV, and (11) gives an electronic curvature of $-0.9088^2/0.5931=-1.393$ eV/Å$^2$, in agreement with the curvature obtained by diagonalizing the three-site matrix at displaced geometries.

**Occupation.** Put $n_1$ independent electrons on the lower sheet's level and $n_2$ on the upper, and let $n=n_1-n_2$. The electronic energy is $-nR$, so (5) gives $\kappa=K-nF^2/\Delta$. Equal filling cancels the softening that comes from this pair of levels, but not that from other partners. In the three-site model the odd level is repelled equally from below and from above and stays at zero energy, so filling it leaves the softening of the lowest level uncancelled. For $n>0$ the stationary condition is $R=G_n=nF^2/K$, and with $K/F^2=n/G_n$,

$$B_n=-n\Delta-\frac{n(G_n^2-\Delta^2)}{2G_n}+nG_n=\frac{n(G_n-\Delta)^2}{2G_n}.$$

A change of charge state can thus switch the instability on or off. In a real defect it also changes $K$, $F$ and $\Delta$, and electron repulsion is absent from this counting.

## Displacement and barrier together

Dividing $B$ by the elastic energy $\tfrac12KQ_0^2=(G-\Delta)(G+\Delta)/(2G)$ gives

$$B=\tfrac12KQ_0^2\,\frac{1-x}{1+x}.\tag{12}$$

A known displacement and stiffness do not determine the barrier; $x$ is needed as well.

Near threshold, $x\to1$, one has $Q_0^2\simeq2G(G-\Delta)/F^2$. The squared displacement vanishes linearly in $G-\Delta$ and the barrier quadratically. The quartic potential (5) then suffices. A well $-\tfrac12|\kappa|Q^2+cQ^4$ has its minimum at $Q_m^2=|\kappa|/(4c)$ and depth $|\kappa|Q_m^2/4=\kappa^2/(16c)$. With $c=F^4/(8\Delta^3)$ from (5) this depth is $\kappa^2\Delta^3/(2F^4)=xB$, below the true barrier. A different estimate, called the quartic estimate below, keeps the curvature $\kappa$ but places the minimum at the exact $Q_0$, giving $|\kappa|Q_0^2/4$. From $|\kappa|=K(1-x)/x$ and (12),

$$\frac{B}{|\kappa|Q_0^2/4}=\frac{2x}{1+x},\tag{13}$$

which tends to one at threshold.

In the opposite limit, $\Delta\to0$, $|Q_0|\to F/K$ and $B\to G/2$. The lower sheet acquires a cusp at $Q=0$, where the two sheets meet. Motion on a single sheet is then no longer a valid description near the centre.

**When $B$ is not the hopping barrier.** Suppose an s-like level at $-\Delta$ couples isotropically to three p-like levels at $+\Delta$. For any displacement vector, the s state couples with strength $F|\mathbf Q|$ to the p state along $\mathbf Q$, and the two perpendicular p states remain uncoupled. The lower sheet depends on $|\mathbf Q|$ alone, and its minima form a sphere of radius $|Q_0|$. The centre still lies $B$ above them, but the impurity can move from $\mathbf Q_0$ to $-\mathbf Q_0$ around the sphere at no cost. With weak anisotropy, the reorientation barrier lies on such paths around the centre. If the site has a unique axis and the transverse curvatures at the centre are positive, the centre is the saddle and $B$ is again the hopping barrier. At a cubic site this cannot happen: the three central curvatures are equal by symmetry, so an unstable centre is a maximum in every direction and not the saddle. With a cubic term $A(Q_x^2Q_y^2+Q_y^2Q_z^2+Q_z^2Q_x^2)$ and the parameters of the example below, the hopping barrier is about 8, 28 and 41 meV for $A=10$, $100$ and $1000$ eV/Å$^4$, always below $B=43.9$ meV.

## A worked example

Take round model parameters $K=5$ eV/Å$^2$, $F=1.6$ eV/Å and $\Delta=0.3$ eV. Then

$$\frac{F^2}{\Delta}=\frac{2.56}{0.3}=8.53\ \text{eV/Å}^2>5\ \text{eV/Å}^2,\qquad G=\frac{2.56}{5}=0.512\ \text{eV},\qquad x=0.586.$$

The centre has curvature $5-8.53=-3.53$ eV/Å$^2$. The displacement and barrier are

$$|Q_0|=0.32\sqrt{1-0.586^2}=0.259\ \text{Å},\qquad B=\frac{0.212^2}{1.024}=0.0439\ \text{eV}=43.9\ \text{meV}.$$

The elastic energy at the minimum is 168 meV, almost four times the barrier: most of the electronic gain pays for the distortion. The truncated series (5) has depth $xB\approx26$ meV. The quartic estimate built on the exact $Q_0$, $3.53\times0.259^2/4$ in eV, is about 59 meV. This exceeds $B$ by about 35% of $B$, as (13) requires, so the example is not close to threshold in that sense.

Raising $\Delta$ to 0.5 eV leaves a classical displacement of 0.069 Å but a barrier of only 0.14 meV. At $\Delta=0.6$ eV the centre is stable. The barrier is far more sensitive to the level separation than the displacement is.

With two electrons in the lower level at $\Delta=0.3$ eV, the model gives $|Q_0|=0.612$ Å and $B=512$ meV. Whether linear coupling and harmonic elasticity remain adequate at so large a displacement would have to be checked for a real defect.

For the cage model, take $K_{uu}=6$, $K_{us}=2$, $K_{ss}=10$ eV/Å$^2$, $f_u=1.6$, $f_s=-0.8$ eV/Å and $\Delta=0.5$ eV. With the cage clamped, the curvature is $6-2.56/0.5=0.88$ eV/Å$^2$, and the impurity is stable. With the cage free,

$$G=\frac{10(1.6)^2-2(2)(1.6)(-0.8)+6(-0.8)^2}{6\cdot10-2^2}=\frac{34.56}{56}=0.617\ \text{eV}>0.5\ \text{eV}.$$

The impurity moves by 0.184 Å, the cage coordinate by $-0.084$ Å, and the barrier is 11.1 meV. A test that displaces the impurity while the cage stays clamped would miss this instability.

## Quantum motion and observable displacement

Return to one coordinate with $\Delta=0.3$ eV, and let the moving mass be $M=20$ u. Adding the kinetic energy $P^2/(2M)$ to (1) leaves a symmetry: reverse $Q$ and, at the same time, the sign of $|2\rangle$. A nondegenerate eigenstate is even or odd under this operation, while $Q$ is odd, so $\langle Q\rangle=0$. The classical double well does not by itself give the ground state a permanent displacement.

The uncoupled quantum is $\hbar\sqrt{K/M}=32.3$ meV. By (7), the harmonic zero-point energy in one well is

$$\tfrac12(32.3\ \text{meV})\sqrt{1-x^2}=13.1\ \text{meV}.$$

The full two-level vibronic calculation puts the lowest state 12.7 meV above the well bottom and 31.2 meV below the saddle. The lowest pair is split by $\delta_t=0.130$ meV. The lower sheet alone gives 0.137 meV, about 5% larger relative to the full result. That calculation omits the change of the electronic state during nuclear motion; the contributions behind the difference were not separated.

For $\Delta=0.5$ eV the same harmonic estimate gives about 3.5 meV, some 25 times the classical barrier. The two classical minima then do not imply two localized impurity positions.

A weak bias $-bQ$ changes the observable behaviour. An electric field or a strain gradient can supply such a term, but it can also mix the two opposite-parity levels directly. A mixing element $\mu$ turns $FQ$ into $FQ+\mu$, and in the shifted coordinate $Q'=Q+\mu/F$ this adds $K\mu/F$ to the bias. The addition need not be small: a field that gives $b=2$ meV/Å on a unit charge gives $|\mu|=2$ meV for a transition dipole of 1 $e$Å, hence $K|\mu|/F=6.25$ meV/Å, of either sign. Below $\mu=0$; for a real field $b$ must be read as the sum of both parts. A uniform strain is even under inversion and cannot couple linearly to $Q$. In the basis of the two wells it produces an energy difference $2b|Q_0|$, while tunnelling supplies the off-diagonal element $-\delta_t/2$. Diagonalizing this $2\times2$ matrix gives

$$\langle Q\rangle\simeq|Q_0|\frac{2b|Q_0|}{\sqrt{(2b|Q_0|)^2+\delta_t^2}}.$$

For $b=2$ meV/Å the bias difference is 1.04 meV, eight times the splitting, and the estimate is 0.257 Å. The full calculation gives 0.248 Å. The estimate places each localized state at the classical minimum, which a state of finite width in an asymmetric well need not obey; whether this accounts for the difference was not tested. The ground state thus has a mean displacement close to $|Q_0|$ when the wells hold localized states and the bias energy between them well exceeds the tunnelling splitting. At a temperature with $k_BT$ above that bias energy both wells are populated and the mean displacement shrinks again. The numerical output lists the results of the full calculation.

## Calculated quantities

```
stiffness K = 5.00 eV/A^2
coupling F = 1.60 eV/A
half separation Delta = 0.30 eV
F^2/Delta = 8.533 eV/A^2
threshold half separation G = F^2/K = 0.512 eV
ratio x = Delta/G = 0.5859
lower-sheet curvature at centre = -3.533 eV/A^2
upper-sheet curvature at centre = 13.533 eV/A^2
off-centre displacement = 0.2593 A
central barrier = 43.89 meV
elastic energy at minimum = 168.11 meV
barrier/elastic energy = 0.2611
curvature at minimum = 3.283 eV/A^2
vertical gap: centre 0.600 eV, minimum 1.024 eV
scan: Delta (eV), F^2/Delta (eV/A^2), Q0 (A), barrier (meV)
  0.1  25.60  0.3138  165.766
  0.2  12.80  0.2946  95.062
  0.3  8.53  0.2593  43.891
  0.4  6.40  0.1997  12.250
  0.5  5.12  0.0689  0.141
  0.6  4.27  0.0000  0.000
near-threshold barrier/quartic estimate = 0.9995
occupation (lower,upper): central curvature (eV/A^2)
  (1,0): -3.533
  (2,0): -12.067
  (1,1): 5.000
  (2,1): -3.533
  (2,2): 5.000
two electrons: Q0 = 0.6119 A, barrier = 511.9 meV
three-site model: F = 0.9088 eV/A, Delta = 0.5931 eV
three-site electronic curvature = -1.3926 eV/A^2
cage model: K_uu, K_us, K_ss = 6.0, 2.0, 10.0 eV/A^2
cage model: f_u, f_s = 1.6, -0.8 eV/A
cage model: Delta = 0.50 eV, G = 0.6171 eV
clamped-cage curvature = 0.880 eV/A^2
relaxed: u = 0.1842 A, s = -0.0837 A
relaxed-cage barrier = 11.12 meV
mass = 20 u, uncoupled quantum = 32.33 meV
lowest level minus saddle = -31.18 meV
lowest level minus well bottom = 12.71 meV
tunnelling splitting, full = 0.1296 meV
tunnelling splitting, lower sheet only = 0.1367 meV
third level minus saddle = -8.83 meV
mean displacement without bias = 0.0000 A
bias force = 2.0 meV/A
bias energy difference of wells = 1.037 meV
mean displacement with bias = 0.2476 A
```
